# Why a Single Transmission Energy Stops Open-Circuit Electronic Heat Flow

**Question.** A two-dimensional channel joins a hot contact to a cold one, and a filter lets electrons through at one energy. The temperature difference produces a voltage, so the electrons respond to it. Why do they then carry no heat when the circuit is open, and why does heat leak again once the filter passes a range of energies?

## The mechanism at one energy

Let the contacts be reservoirs with temperatures $T_h>T_c$ and electrochemical potentials $\mu_h$ and $\mu_c$. Electrons cross elastically: each leaves the channel with the energy it had on entering. Interactions enter at most through a mean potential. Heat carried by lattice vibrations is a separate, parallel path and is set aside until the numerical example.

At energy $E$ the channel has $M(E)$ transverse modes per spin, each passing an electron with probability $\tau(E)$. The occupation of contact $i$ is

$$f_i(E)=\frac{1}{e^{(E-\mu_i)/k_BT_i}+1}.$$

Electrons leave the hot side in proportion to $f_h$ and arrive from the cold side in proportion to $f_c$. With a factor 2 for spin, the net number crossing from hot to cold per unit time is

$$J=\frac{2}{h}\int M\tau\,(f_h-f_c)\,dE .$$

An electron of energy $E$ that leaves the hot contact removes heat $E-\mu_h$ from it, because replacing the electron at the electrochemical potential returns the energy $\mu_h$. The heat leaving the hot contact per unit time is therefore

$$Q=\frac{2}{h}\int (E-\mu_h)\,M\tau\,(f_h-f_c)\,dE .$$

Now let $M\tau$ be concentrated at one energy $E_0$, with a finite integral over energy. The factor $E-\mu_h$ takes a single value and comes out of the integral:

$$Q=(E_0-\mu_h)\,J .$$

Each electron carries the same heat, so the heat flow is locked to the particle flow. An open circuit has $J=0$, and hence $Q=0$.

The voltage comes from the same condition. Zero flow at $E_0$ requires $f_h(E_0)=f_c(E_0)$, so the arguments of the two Fermi functions must agree:

$$\frac{E_0-\mu_h}{T_h}=\frac{E_0-\mu_c}{T_c}.$$

Write $\mu_{h,c}=\bar\mu\pm\Delta\mu/2$, $\Delta T=T_h-T_c$ and $\bar T=(T_h+T_c)/2$. Cross-multiplication gives

$$(E_0-\bar\mu)(T_c-T_h)=\frac{\Delta\mu}{2}(T_c+T_h),
\qquad
\Delta\mu=-(E_0-\bar\mu)\frac{\Delta T}{\bar T}.$$

No small temperature difference was assumed. The electron charge is $-e$, so the measured voltage is $V_h-V_c=-\Delta\mu/e$. With the convention $S=-(V_h-V_c)/\Delta T$,

$$S=-\frac{E_0-\bar\mu}{e\bar T}.$$

This is finite and non-zero unless $E_0=\bar\mu$. A voltage thus needs no continuing flow of heat. It is the potential difference that makes the two contacts equally occupied at the one energy where they can exchange electrons. Once that balance is reached, neither charge nor heat has a reason to move, although the temperatures still differ.

## What a second energy changes

One voltage can equalize the occupations at one energy. To see what happens elsewhere, subtract the arguments of the two Fermi functions:

$$\frac{E-\mu_h}{k_BT_h}-\frac{E-\mu_c}{k_BT_c}
=\frac{1}{k_B}\left(\frac1{T_h}-\frac1{T_c}\right)(E-E_*),
\qquad
E_*=\frac{\mu_cT_h-\mu_hT_c}{T_h-T_c}.$$

The bracket is negative because $T_h>T_c$. Above $E_*$ the hot contact therefore has the smaller argument and the larger occupation, and electrons go from hot to cold. Below $E_*$ they go from cold to hot. In an open circuit the two particle flows cancel, but their energies do not: electrons leave the hot side at high energy and are replaced by electrons at low energy. This circulation is the heat leak.

Its sign follows without approximation within this model. Since $J=0$, a constant times $J$ may be added to $Q$. Adding $(\mu_h-E_*)J$ replaces $\mu_h$ by $E_*$:

$$Q=\frac{2}{h}\int (E-E_*)\,M\tau\,(f_h-f_c)\,dE .$$

The factors $E-E_*$ and $f_h-f_c$ have the same sign at every energy, and $M\tau$ is not negative. Nothing in the integral can cancel. Hence $Q>0$ as soon as anything is transmitted away from $E_*$. With zero net current, a spread of transmitted energies makes this unavoidable, since electrons on one side of $E_*$ need a return flow on the other.

## The formula: mean and variance

For a small temperature difference let $\varepsilon=E-\mu$, and expand the Fermi functions to first order. A rise of $\mu$ by $\Delta\mu$ changes $f$ by $(-\partial f/\partial E)\Delta\mu$. A rise of $T$ by $\Delta T$ rescales the argument $\varepsilon/k_BT$ and changes $f$ by $(-\partial f/\partial E)\,\varepsilon\,\Delta T/T$. Together,

$$f_h-f_c=\left(-\frac{\partial f}{\partial E}\right)\left[\Delta\mu+\varepsilon\frac{\Delta T}{T}\right].$$

Define the moments

$$I_n=\int M\tau\left(-\frac{\partial f}{\partial E}\right)\varepsilon^n\,dE,
\qquad
\langle\varepsilon^n\rangle=\frac{I_n}{I_0}.$$

The flows become

$$J=\frac2h\left(I_0\Delta\mu+I_1\frac{\Delta T}{T}\right),\qquad
Q=\frac2h\left(I_1\Delta\mu+I_2\frac{\Delta T}{T}\right).$$

At $\Delta T=0$ the charge current is $-eJ$ and the voltage is $-\Delta\mu/e$. Their ratio is the conductance, $G=(2e^2/h)I_0$.

In an open circuit $J=0$ gives $\Delta\mu=-\langle\varepsilon\rangle\Delta T/T$, and so $S=-\langle\varepsilon\rangle/(eT)$. Inserting this $\Delta\mu$ in $Q$,

$$Q=\frac2h I_0\left(\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2\right)\frac{\Delta T}{T}.$$

The bracket is the variance of the transmitted energy. Dividing by $\Delta T$ and using $2I_0/h=G/e^2$ gives the open-circuit electronic heat conductance:

$$K=\frac{G}{e^2T}\,\mathrm{Var}(\varepsilon).$$

The mean energy sets the Seebeck coefficient, and the spread about the mean sets the leak. A single energy has a mean but no spread.

The open-circuit condition matters. With the contacts short-circuited, $\Delta\mu=0$ and

$$K_{\rm short}=\frac{2I_2}{hT}
=\frac{G}{e^2T}\left[\mathrm{Var}(\varepsilon)+\langle\varepsilon\rangle^2\right]
=K+GS^2T .$$

A single level with $S\neq0$ does carry heat here, because a current flows and each electron brings its fixed share.

The same result holds for the conductivity of a long diffusive channel in which each energy responds independently. There the particle flux density is

$$j=\frac1{e^2}\int\Sigma(E)\left(-\frac{\partial f}{\partial E}\right)\left[-\nabla\mu-\varepsilon\frac{\nabla T}{T}\right]dE,$$

and the heat flux has an extra factor $\varepsilon$. The transport distribution $\Sigma$ replaces $M\tau$. Setting $j=0$ repeats the algebra above and gives $\kappa_e=\sigma\,\mathrm{Var}(\varepsilon)/(e^2T)$, where $\sigma$ is the electrical conductivity.

## Two lines, and windows of finite width

The smallest leaking system has two sharp lines at $\varepsilon_1<\varepsilon_2$, contributing $g_1$ and $g_2$ to $I_0$. The open-circuit voltage is set by $\langle\varepsilon\rangle=(g_1\varepsilon_1+g_2\varepsilon_2)/(g_1+g_2)$, so the flow through the upper line is

$$J_2=\frac2h g_2(\varepsilon_2-\langle\varepsilon\rangle)\frac{\Delta T}{T}
=\frac2h\frac{g_1g_2}{g_1+g_2}(\varepsilon_2-\varepsilon_1)\frac{\Delta T}{T}.$$

The lower line carries $-J_2$. Each electron going round this loop transfers $\varepsilon_2-\varepsilon_1$, and therefore

$$K=\frac{2}{hT}\frac{g_1g_2}{g_1+g_2}(\varepsilon_2-\varepsilon_1)^2 .$$

One factor of the separation drives the circulation, and the other is the heat moved per turn. Closing either line stops the leak.

Next take a box window, $\tau=1$ over a full width $w\ll k_BT$ around $E_0$, with $M$ also nearly constant across it. The weight is then nearly uniform, and

$$\mathrm{Var}(\varepsilon)\simeq\frac1w\int_{-w/2}^{w/2}y^2\,dy=\frac{w^2}{12}.$$

Since $G$ is proportional to $w$, $K$ is proportional to $w^3$. This also qualifies the ideal case. Transmission per mode cannot exceed one, so a window shrunk to zero width loses its conductance too. The meaningful statement is that $K/(GT)$ vanishes: the leak disappears faster than the conduction.

The shape of the window matters as well as its width. Consider a Lorentzian line of full width $\Gamma$ at half maximum,

$$\tau=\frac{(\Gamma/2)^2}{(E-E_0)^2+(\Gamma/2)^2},$$

with constant $M$. For small $\Gamma$ its area $\pi\Gamma/2$ gives $I_0\simeq M\,(\pi\Gamma/2)\,(-f'(E_0))$, where $f'=\partial f/\partial E$. In the second moment about $E_0$, the factor $(E-E_0)^2$ cancels the decay of the tails:

$$M\frac{\Gamma^2}{4}\int\left(-f'\right)\frac{(E-E_0)^2}{(E-E_0)^2+\Gamma^2/4}\,dE\;\to\;M\frac{\Gamma^2}{4},$$

because $\int(-f')\,dE=1$. The mean moves from $E_0$ by an amount of order $\Gamma$, whose square is negligible beside the leading term. The ratio is

$$\mathrm{Var}(\varepsilon)\simeq\frac{\Gamma}{2\pi\,(-f'(E_0))},$$

linear in $\Gamma$ instead of quadratic. Weak tails reach across the whole thermal range and dominate the variance.

In the opposite limit $M\tau$ is constant over all thermally active energies. With $x=\varepsilon/k_BT$ the mean vanishes by symmetry, and the geometric expansion of $-f'$ gives

$$\frac{\mathrm{Var}(\varepsilon)}{(k_BT)^2}
=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty x^2e^{-nx}dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

This is the Wiedemann–Franz value of $K/(GT)$, written as a variance.

## A 20 meV window in a short channel

Take a channel at 300 K that is 1 µm wide, 20 nm long and 3 nm thick, with one parabolic valley of mass 0.2 electron masses. The window is centred 60 meV above $\mu$ and 50 meV above the band edge, where there are about 163 modes per spin. The thermal energy is 25.85 meV.

For $w=20$ meV the estimate $w^2/12$ is 33.3 meV². The full integral gives 32.8 meV², or a root-mean-square spread of 5.73 meV. The conductance is 0.796 mS. An energy variance in eV² divided by $e^2$ is the same number in V², so

$$K=\frac{(0.796\times10^{-3}\ \mathrm S)(32.8\times10^{-6}\ \mathrm{V^2})}{300\ \mathrm K}
\simeq8.7\times10^{-11}\ \mathrm{W/K}=87\ \mathrm{pW/K}.$$

Multiplying by length and dividing by cross-section gives an effective conductivity of $5.8\times10^{-4}$ W/(m K). The ratio $K/(GT)$ is 1.5% of the Wiedemann–Franz value. In a short circuit the heat conductance would be about 9410 pW/K, nearly all of it the current-carried part $GS^2T$.

The Seebeck coefficient is −197.6 µV/K, against −200.0 µV/K for a single energy at the window centre. The small loss comes from the slope of the weight. Near $E_0$ the logarithmic derivative of $M(-f')$ is

$$s=\frac{1}{2(E_0-E_c)}-\frac{1}{k_BT}\tanh\frac{E_0-\mu}{2k_BT},$$

where $E_c$ is the band edge. The first term comes from $M\propto\sqrt{E-E_c}$ and the second from $-f'$. Numerically $s=0.0100-0.0318=-0.0218$ per meV. A weight proportional to $1+s(E-E_0)$ shifts the mean by $sw^2/12\simeq-0.73$ meV. For a small temperature difference the crossing energy $E_*$, measured from $\mu$, equals this mean, because $\Delta\mu+\varepsilon\,\Delta T/T$ vanishes at $\varepsilon=\langle\varepsilon\rangle$ in an open circuit. Its computed value, 59.29 meV, lies 0.71 meV below the centre.

The circulation can be followed directly for a 1 K difference. Above the crossing energy $4.10\times10^{10}$ electrons per second go from hot to cold, with mean energy 66.3 meV. The same number return below it, with mean energy 53.0 meV. The difference, 13.3 meV per electron, times the rate is 87 pW. It is close to $2w/3$: in a narrow box each flow is proportional to the distance from the centre, so its mean lies two thirds of the way to the edge.

Now vary the width, with $\mu$, temperature and window centre fixed. From 2 to 20 meV, $K$ rises from 0.088 to 87 pW/K, a factor of 985 where the cubic law gives 1000. From 20 to 100 meV it rises 78-fold instead of 125-fold, because neither $-f'$ nor $M$ is nearly constant across so wide a window; $M$ even falls to zero at its lower edge. With no filter, $K$ is about 14,300 pW/K and the Lorenz ratio is 0.52 of the Wiedemann–Franz value; the band edge still removes low energies. A sharp edge with constant $M$ would give 0.39; the square-root growth of $M$ widens the weight and raises the ratio to 0.52.

The Seebeck magnitude falls to 165.7 µV/K at 100 meV, then recovers to 187.7 µV/K without a filter. The 100 meV window already reaches down to the band edge, so removing the filter adds electrons above the window and raises the mean energy.

## What a real channel adds

The mass, and a mobility of 1000 cm²/Vs, are rough values for a high-mobility few-layer semiconductor. A sharp 20 meV filter is an idealization: the channel is less than two electron wavelengths (12 nm) long, and the transit-time energy $\hbar v/L$, with $v$ the electron speed and $L$ the length, is about 10 meV, half the window. The filter is also assumed to select the total energy in every transverse mode. A barrier or superlattice that is uniform across the width conserves transverse momentum and selects only the longitudinal energy, so the thermal spread of the transverse energy survives. For the same channel and centre, such a 20 meV window gives $K\approx720$ pW/K and a Lorenz ratio of 18% of the Wiedemann–Franz value, and narrowing it to 2 meV still leaves about 16%; for that kind of filter $K/(GT)$ does not vanish. Contact resistance is omitted. The largest omission is lattice heat. A rough lattice conductivity of 10 W/(m K) gives, by Fourier's law,

$$K_{\rm lat}=\frac{10\times(10^{-6})(3\times10^{-9})}{20\times10^{-9}}\ \mathrm{W/K}
=1.5\times10^6\ \mathrm{pW/K},$$

about 17,000 times the electronic leak. Over 20 nm phonons are partly ballistic and Fourier's law overestimates $K_{\rm lat}$, by a factor that depends on which modes carry the heat: below 2 in a kinetic estimate with the full heat capacity and typical phonon velocities, and about 4 to 5 if only the acoustic modes of a layered crystal carry it. The lattice still exceeds the leak by several thousand times, and the figures of merit with the lattice given below would rise by about the same factor.

This changes what the filter is worth. For electrons alone, the figure of merit is

$$\frac{S^2GT}{K}=\frac{\langle\varepsilon\rangle^2}{\mathrm{Var}(\varepsilon)},$$

which is 107 for the 20 meV window and grows without limit as a perfectly sharp window narrows. With the lattice included it is 0.006. At the same $\mu$ and $K_{\rm lat}$, the unfiltered band has $S^2G=133$ pW/K² instead of 31.1 pW/K², and its figure of merit is $133\times300/(1.5\times10^6+1.4\times10^4)\simeq0.026$. When the lattice dominates, this narrow window gains less by suppressing the electronic leak than it loses in conductance. This is not a verdict on all filtering: at the same $\mu$, a one-sided filter that blocks only energies below about 35 meV above $\mu$ gives about 0.029, slightly above the unfiltered band.

The electronic leak is also sensitive to imperfect filtering. The assumed mobility implies a scattering time of 114 fs and an energy broadening $\hbar/t_s$ of about 5.8 meV, where $t_s$ is that time. Smearing the window with a Lorentzian of this full width raises $K$ to 278 pW/K, 3.2 times the ideal value, while $S$ changes by 2%. This is an estimate, not a bound: the lifetime that broadens a level need not equal the one that limits mobility. Separately, one percent transmission outside the sharp window raises $K$ by a factor of about 2.6. Narrowing cures neither defect: with the broadening, the electronic figure of merit is about 31 at 20 meV and levels off near 43, with $K/(GT)$ near 4% of the Wiedemann–Franz value; with the one percent leak it falls from 42 at 20 meV to 6 at 1 meV. A nearly correct Seebeck coefficient is therefore weak evidence of a closed heat path. Holes across an assumed 1.3 eV gap contribute a fraction of order $10^{-21}$ of the conductance and are negligible here.

The estimated mean free path, 34 nm, is not much longer than the channel, so some scattering must be expected. If it is elastic and reduces transmission by the same factor at all energies, $G$ and $K$ fall together and the variance is unchanged. For inelastic scattering the place matters. If electrons relax only after passing a filter next to the hot contact, each still leaves that contact within the window, and the heat drawn from it stays locked to the particle flow. If they exchange energy while crossing the filter, an electron can enter at one energy and leave at another, and the locking no longer follows from the argument above. The numerical output below gives the remaining widths and intermediate values.

## Numbers as computed

```
Temperature: 300 K; thermal energy kT: 25.85 meV
Channel width, length, thickness: 1000, 20, 3 nm
Effective mass: 0.20 electron masses; valleys: 1
Window centre above mu: 60 meV; above band edge: 50 meV
Modes per spin at window centre: 163.1
-df/dE at window centre: 3.149 1/eV
Seebeck coefficient, single-energy limit: -200.0 uV/K
Columns: width meV | G mS | S uV/K | rms spread meV | K pW/K | Lorenz/WF | S^2 G pW/K^2 | S^2GT/K
        2 | 0.0796 | -200.0 | 0.577 | 0.08841 | 0.000152 | 3.18 | 1.08e+04
        5 | 0.1990 | -199.8 | 1.443 | 1.38 | 0.000947 | 7.95 | 1727
       10 | 0.3980 | -199.4 | 2.881 | 11.01 | 0.00378 | 15.8 | 431.1
       20 | 0.7961 | -197.6 | 5.730 | 87.11 | 0.0149 | 31.1 | 107.1
       50 | 1.9798 | -186.4 | 13.794 | 1256 | 0.0865 | 68.8 | 16.43
      100 | 3.4847 | -165.7 | 24.160 | 6780 | 0.265 | 95.7 | 4.236
no filter | 3.7642 | -187.7 | 33.774 | 1.431e+04 | 0.519 | 133 | 2.78
Design window: 20 meV; energy variance: 32.83 meV^2; w^2/12: 33.33 meV^2
Short-circuit heat conductance: 9413.8 pW/K; part G S^2 T: 9326.7 pW/K
Effective electronic conductivity K L/(W t): 5.808e-04 W/(m K)
At 1 K difference, open-circuit V_hot - V_cold: 197.6 uV
Crossing energy above mean mu: 59.286 meV
Electron flow hot to cold above crossing: 4.0987e+10 1/s
Electron flow cold to hot below crossing: 4.0987e+10 1/s
Mean energies of the two flows: 66.273 and 53.007 meV
Difference of mean energies: 13.266 meV; net heat flow: 87.11 pW
Lattice conductivity (rough input): 10 W/(m K)
Lattice heat conductance, diffusive estimate: 1.5e+06 pW/K; over K: 1.72e+04
Figure of merit with lattice heat: 0.0062
Mobility (rough input): 1000 cm2/Vs; scattering time: 113.7 fs
Lifetime broadening: 5.79 meV; mean free path: 33.7 nm
With broadened window: G 0.7613 mS, S -193.8 uV/K, K 278.0 pW/K, K ratio 3.19
With 1 percent transmission outside: G 0.8257 mS, S -197.2 uV/K, K 230.4 pW/K, K ratio 2.65
Band gap (rough input): 1.3 eV; hole share of conductance: 2.2e-21
```
